The threshold jump of phonon emission in the ideal 2D Frohlich model

**What dimensions and symmetry fix**

An electron of mass m moves in a plane and couples to lattice vibrations of a single angular frequency ω. The model contains ħ, m, ω and one coupling strength. The first three supply one unit each of energy, wavevector and rate:

ħω,  k0 = √(2mω/ħ),  ω.

The coupling strength can therefore enter only through a pure number, the Frohlich constant α. By rotational symmetry the emission rate Γ of an electron with wavevector k depends on the length of k alone, hence on ε = E/ħω, where E = ħ²k²/2m. To leading order a transition rate is proportional to the squared coupling, which is proportional to α. So

Γ = αω g(ε).

At zero temperature there is no phonon to absorb, and an electron with E < ħω cannot pay for one, so g = 0 for ε < 1. Just above ε = 1 the rate must be αω times a number, but dimensions do not say whether that number is zero, or even finite. It is π in two dimensions and zero in three.

**The model and its coupling**

The electron is confined to the sheet z = 0, of zero thickness, inside a polar medium of volume V = AL, where A is the area of the sheet. Its band is parabolic and isotropic, the phonon frequency is independent of wavevector, and all other electron states are empty. For phonons of three-dimensional wavevector Q the interaction is

H' = Σ_Q (M_Q a_Q e^{iQ·r} + h.c.).

The size of M_Q follows from the force between two fixed charges −e. With ρ = e^{iQ·r1} + e^{iQ·r2}, completing the square in ħω a†a + Mρa + M*ρ*a† lowers the energy by |M|²|ρ|²/ħω. Since |ρ|² = 2 + 2cos Q·(r1−r2), the part that depends on the separation is

−(2|M_Q|²/ħω) cos Q·(r1−r2).

This must be the lattice's share of the screened Coulomb energy, which is the static interaction minus the one at high frequency:

−(e²P/ε_v V Q²) cos Q·(r1−r2),  P = 1/ε∞ − 1/εs.

Here ε_v is the vacuum permittivity, and ε∞ and εs are the high-frequency and static relative permittivities. Equating the two gives

|M_Q|² = e²ħωP/(2ε_v V Q²).

The electron sits at z = 0, so it feels no phase from the out-of-plane component q_z, and q_z does not enter the energy balance. Phonons with different q_z are different final states, so their probabilities add. With q the in-plane wavevector,

Σ_{q_z} 1/(q²+q_z²) = (L/2π) ∫ dq_z/(q²+q_z²) = L/(2q),

|V_q|² = e²ħωP/(4ε_v A q).

The Frohlich constant is defined as in the bulk,

α = (e²P/4πε_v ħ) √(m/2ħω).

Solving for the charge factor gives e²P/4ε_v = παħ √(2ħω/m). The square root is ħk0/m, which equals 2ω/k0 because k0² = 2mω/ħ. Hence

|V_q|² = 2πα(ħω)²/(A k0 q).

The factor π in the final result belongs to this definition of α.

**First derivation: counting final states**

Start with no phonons and electron wavevector k. To first order in time, the probability of reaching k−q with one phonon present is

|V_q|² · 4 sin²(Δt/2ħ)/Δ²,  Δ = E_{k−q} + ħω − E_k.

As a function of Δ the last factor has area 2πt/ħ and width of order ħ/t. If the final states vary little over that width, it acts as (2πt/ħ)δ(Δ), and the rate is

Γ = (2π/ħ) Σ_q |V_q|² δ(E_k − E_{k−q} − ħω).

Replace the sum by A/(2π)² ∫d²q. Measure wavevectors in k0 and energies in ħω, and let u be the initial and p the final electron wavevector, so that u² = ε. The area element supplies k0², the coupling supplies 1/k0², and the delta function supplies 1/ħω. The prefactor becomes

(2π/ħ)(1/4π²)(2πα)(ħω)²/(ħω) = αω,

and therefore

Γ = αω ∫ d²p δ(ε−1−p²)/|u−p|.

Now d²p = p dp dθ = ½ d(p²) dθ. For ε < 1 the delta function has no root and Γ = 0. For ε > 1 it sets p = √(ε−1):

Γ = (αω/2) ∫₀^{2π} dθ/√(u²+p²−2up cosθ).

At threshold u → 1 and p → 0. The denominator lies between u−p and u+p, so it tends to 1 for every angle, and

Γ → (αω/2)(2π) = παω  as E → ħω from above.

The origin of the step is the factor ½ d(p²): in two dimensions the number of states per unit energy is constant down to the band bottom. As soon as the final state is allowed, a finite density of states is available. The coupling at q = k0 sets the height. Since the final electron is at rest, each emission at threshold removes all of its momentum, so there Γ is also the rate at which emission destroys momentum. At higher energy the two rates need not agree.

The limit from above does not define a value at E = ħω itself. If the delta function is replaced by a narrow symmetric peak, half of its weight falls on available states and the rate is παω/2. A numerical sum over phonon wavevectors, with a Gaussian of width 0.01 ħω, gives 1.574 αω against π/2 = 1.571.

For the full energy dependence put s = p/u and factor the root:

(1−2s cosθ+s²)^{−1/2} = (1−s e^{iθ})^{−1/2} (1−s e^{−iθ})^{−1/2}.

Each factor is a power series with coefficients c_n = (2n)!/(4ⁿ n!²). Averaging over θ keeps the terms with equal powers, which gives Σ c_n² s^{2n}. The complete elliptic integral

K(M) = ∫₀^{π/2} dφ/√(1−M sin²φ)

has the same series: expanding the root gives c_n Mⁿ sin^{2n}φ, and the average of sin^{2n}φ is c_n, so K(M) = (π/2) Σ c_n² Mⁿ. With s² = (ε−1)/ε,

Γ = 2αω K(1−1/ε)/√ε,  ε > 1.

Close to threshold write δ = ε−1. Since c_0 = 1 and c_1 = ½,

Γ ≈ παω (1−δ/2)(1+δ/4) ≈ παω (1−δ/4).

Direct angular integration at δ = 0.001 gives a relative slope of −0.2499. The rate continues to fall at all higher energies. To see this, put M = 1−1/ε, so that 1/√ε = √(1−M) and

Γ = 2αω ∫₀^{π/2} dφ √[(1−M)/(1−M sin²φ)].

For each φ < π/2 the integrand decreases as M grows, so in this model the largest emission rate is the one reached just above threshold.

**Second derivation: the energy that becomes complex**

The same coupling shifts the energy of an electron that cannot emit. For ε < 1 second-order perturbation theory gives

ΔE = Σ_q |V_q|²/(E_k − E_{k−q} − ħω).

In the same units E_k − E_{k−q} is 2uq cosθ − q². The factor q of the area element cancels the 1/q of the coupling, which leaves

ΔE = −(αħω/2π) ∫₀^∞ dq ∫₀^{2π} dθ/(q²+1−2uq cosθ).

The substitution t = tan(θ/2) gives ∫₀^{2π} dθ/(a−b cosθ) = 2π/√(a²−b²) for a > b > 0. Here a−b = (q−u)²+1−u², which is positive below threshold. Thus

ΔE = −αħω ∫₀^∞ dq/√((q²+1)²−4εq²).

Set q = tan(φ/2). Then 2q/(1+q²) = sinφ and dq = ½(1+q²)dφ, with φ running from 0 to π. The integrand is symmetric about π/2, so

ΔE = −αħω K(ε),  ε < 1.

Above threshold some denominators vanish. If the coupling is switched on slowly from the distant past, as e^{ηt/ħ}, each denominator acquires +iη with η → 0. In the reduced units this replaces the phonon energy 1 by c = 1−i0. Rescaling q by √c turns the integral into K(ε/c)/√c, and ε/c = ε+i0. So

ΔE = −αħω K(ε+i0).

The amplitude varies as exp(−iΔE t/ħ) and the probability as exp(2 Im ΔE t/ħ). The decay rate is therefore

Γ = −(2/ħ) Im ΔE = 2αω Im K(ε+i0).

The imaginary part comes from angles with ε sin²φ > 1. There the radicand is −(ε sin²φ−1)−i0. Followed continuously from positive values, its root is −i√(ε sin²φ−1), and the reciprocal has a positive imaginary part:

Im K(ε+i0) = ∫ dφ/√(ε sin²φ−1),  sinφ from 1/√ε to 1.

Put cosφ = κ sinχ with κ² = 1−1/ε. Then

ε sin²φ−1 = (ε−1) − ε cos²φ = (ε−1) cos²χ,

|dφ| = κ cosχ dχ/√(1−κ² sin²χ).

Since √(ε−1) = κ√ε, the factors κ cosχ cancel, and χ runs from 0 to π/2:

Im K(ε+i0) = K(1−1/ε)/√ε.

This reproduces the first derivation. At threshold K(0) = π/2 and Γ → παω.

The jump can also be read from the singularity of K. For M near 1 put χ = π/2−φ, so that

K(M) = ∫₀^{π/2} dχ/√(sin²χ+(1−M)cos²χ).

Split the range at a small angle χ₁ that is much larger than √(1−M). The lower part gives ln(2χ₁/√(1−M)) and the upper part, ∫dχ/sinχ, gives ln(2/χ₁). The sum does not contain χ₁:

K(M) ≈ ½ ln[16/(1−M)].

When M passes 1 with a small positive imaginary part, 1−M acquires the phase −π, and the logarithm contributes +iπ/2. The step in the rate and the logarithm in the energy are two parts of one function.

The same form gives the limit of high energy. With M = 1−1/ε it yields Γ ≈ 2αω ln(4√ε)/√ε for ε ≫ 1, so the rate falls slightly more slowly than the inverse speed.

**Three dimensions for contrast**

In the bulk the coupling is |M_Q|² = 4πα(ħω)²/(V k0 Q²), and the same steps give

Γ₃ = (αω/π) ∫ d³p δ(ε−1−p²)/|u−p|².

With μ the cosine of the angle between u and p, d³p = 2πp² dp dμ = πp d(p²) dμ. So

Γ₃ = αω p ∫₋₁¹ dμ/(u²+p²−2upμ) = (αω/u) ln[(u+p)/(u−p)].

Because u²−p² = 1, the ratio equals (u+p)², and ln(u+p) = arcsinh p. Hence

Γ₃ = 2αω arcsinh√(ε−1)/√ε,

which starts as 2αω√(ε−1). The extra factor p is the vanishing density of states at a three-dimensional band bottom. At ε = 1.01 the rates are 3.134 αω in the plane and 0.199 αω in the bulk.

**What each derivation assumes**

Both use the same coupling, a parabolic band, a dispersionless phonon, an empty band, zero temperature and the lowest order in α. Their agreement checks the algebra and does not test these assumptions.

The first derivation needs a time window. The time t must be short compared with 1/Γ, so that first order suffices, and long compared with ħ/(E−ħω), so that the energy peak does not reach below the band bottom. Together these require

E − ħω ≫ ħΓ ≈ παħω.

The jump is therefore a statement about the limit α → 0 taken first, with the approach to threshold second. In return the argument needs only a count of states, and it shows which ingredient makes the step.

The second derivation needs no count of final states above threshold. It assumes that the energy continues analytically past ε = 1, that slow switching selects the side of the cut, and that the decay is exponential. It also supplies the real part, which shows where the result fails. The shift −(αħω/2) ln[16/(1−ε)] grows without limit at threshold, so close enough to it the shift exceeds the distance to threshold, however small α is. There second-order theory is inconsistent, and neither derivation describes the line shape of the interacting model.

**A lead telluride quantum well**

Take a PbTe well 8 nm wide, grown along [111], at 10 K. Its longitudinal valley has a light isotropic mass in the plane and a heavy mass along the growth direction. Rough values are 0.025 and 0.25 electron masses, ħω = 14 meV, ε∞ = 35, εs = 1000 and a gap of 190 meV. The barriers are assumed to respond to fields like the well.

If εs were infinite, α would be 0.1408. The finite value multiplies this by 1−35/1000:

α = 0.1408 × 0.965 = 0.136.

The exact value of the static permittivity therefore hardly matters, as long as it is far larger than ε∞. With ω = 2.127×10¹³ rad/s,

Γ = π × 0.1359 × 2.127×10¹³ s⁻¹ = 9.1×10¹² s⁻¹,

a lifetime of 0.11 ps. At 28 meV the rate has fallen to 7.6 ps⁻¹, and at 56 meV to 6.2 ps⁻¹.

In a field of 1 kV/cm, or 0.1 meV/nm, an electron starting from rest gains 14 meV in 140 nm and 0.63 ps, if nothing else scatters it. It then moves at 4.4×10⁵ m/s and covers 49 nm in one lifetime, which suggests an overshoot of 4.9 meV. Acceleration during the lifetime τ raises this. For a constant rate the mean overshoot is eF(vτ+eFτ²/m), larger by the factor 1+0.110/0.631 = 1.17, or 5.7 meV. Including the fall of the rate with energy gives 6.4 meV. This is nearly half a phonon energy, so even an abrupt threshold does not hold the electron sharply at 14 meV in this field. These figures are for the parabolic band. Two-band nonparabolicity lengthens the time to reach 14 meV to 0.72 ps and lowers the speed there to 3.7×10⁵ m/s.

A serious limit is the strength of the coupling itself. The level width ħΓ is 6.0 meV, or πα = 0.43 of the phonon energy. The second-order shift is −3.0 meV at k = 0 and −7.0 meV at ε = 0.99, where the threshold is only 0.14 meV away. The rate is thus a leading-order estimate, and a perfectly sharp edge should not be expected from it.

The following corrections to the threshold rate are smaller. Each is taken alone, with the other settings held fixed, and the well walls are taken as infinitely high:

- Finite well width multiplies the rate by 0.86.
- Two-band nonparabolicity, without the overlap of band spinors, multiplies it by 1.07. The overlap takes most of this back and leaves a factor of about 1.01.
- The second subband lies 48 meV and the oblique valleys 106 meV above the first subband, out of reach at threshold. Walls of 150 to 300 meV would lower these distances to roughly 35 meV and 35–55 meV, depending on how the barrier bands line up with those of the well. Both are still out of reach. These distances come from confinement alone; strain in the well, which also shifts the oblique valleys, is left out.
- Interband tunnelling at 1 kV/cm carries an exponent of about −530 with the bulk gap, or about −790 with the larger gap between the confined levels, and is negligible.

Temperature matters through the phonon number N. Emission is multiplied by 1+N, and absorption becomes possible. From the band bottom u = 0 and p = 1, so absorption has the rate Nαω∫d²p δ(1−p²) = Nπαω. N is about 10⁻⁷ at 10 K, 0.14 at 77 K and 1.4 at 300 K. The zero-temperature step is a good description of the phonons at 10 K, but at room temperature an electron at the band bottom already scatters faster than παω.

Set beside real PbTe, the small gap, light mass, low phonon energy and very large static permittivity are of the right size, but the empty band is an idealization. Take first a low electron density of 10¹⁰ cm⁻², all in the longitudinal valley. The Fermi energy is then 0.96 meV. In a zero-temperature electron gas, filled states at the band bottom would move the threshold to about 15 meV and lower the jump by 1.6%, and dynamic screening of the coupling would change the rate by only a few per cent. The screening factor is 0.98 for a phonon of wavevector k0, but at this threshold the emitted wavevectors run from about 0.77 k0 to 1.30 k0, the factor falls from 1.26 to 0.91 over that range, and its average over emission angles is about 1.03. The same electrons can also absorb a phonon of wavevector k0, which gives the phonon a width of about 1 meV and smears the jump. At 10 K, however, the thermal energy is similar to the Fermi energy, and the states at the band bottom are only about two-thirds full. With this partial filling, and with the phonon width left out, the leading-order rate still starts at 14 meV, but it jumps to only about a third of παω and then climbs gradually, reaching about 0.8 παω at 16 meV. Suppose instead that the material holds 10¹⁷ electrons per cm³. In an 8 nm well that is 8×10¹⁰ cm⁻², and the Fermi energy, which is proportional to density in a parabolic band, becomes 7.7 meV. Two-band nonparabolicity lowers it to about 6 meV. The empty-band assumption then fails badly: the threshold moves up by roughly half a phonon energy. The assumption that the barriers respond like the well can matter more than any correction in the list. If the barriers did not share the phonon, emission at 14 meV would be multiplied by about 0.2 instead of 0.86. For a barrier permittivity of 25, an interface phonon, whose energy rises with wavevector and is 8.4 meV at k0, would then open emission at an electron energy of about 7.5 meV. A single step at 14 meV therefore requires barriers that closely match the well. Screening at the higher density and impurity scattering are not estimated here. The remaining figures are in the numerical output.

Table of computed values

```
Broadened rate at threshold / (alpha omega): 1.574
Relative slope just above threshold: -0.2499
2D rate/(alpha omega) at eps=1.01: 3.134
3D rate/(alpha omega) at eps=1.01: 0.1987
Wavevector sum at eps=1.05, width 0.01: 3.10343
Shift when width is halved: -3.2e-05
In-plane mass: 0.025 electron masses
Growth-direction mass: 0.25 electron masses
Phonon energy: 14 meV
High-frequency permittivity: 35
Static permittivity: 1000
Band gap: 190 meV
Well width: 8 nm
Phonon angular frequency: 2.127e+13 rad/s
Threshold wavevector k0: 0.09585 1/nm
Frohlich alpha: 0.1359
Alpha for infinite static permittivity: 0.1408
Threshold emission rate: 9.081e+12 1/s
Threshold emission rate: 9.081 1/ps
Threshold lifetime: 110.1 fs
Rate at 1.5 phonon energies: 8.185 1/ps
Rate at 2 phonon energies: 7.579 1/ps
Rate at 4 phonon energies: 6.234 1/ps
Threshold speed: 4.438e+05 m/s
Threshold speed times lifetime: 48.87 nm
Electric field: 1 kV/cm
Time from rest to threshold: 0.6309 ps
Distance from rest to threshold: 140 nm
Mean energy overshoot at emission: 6.448 meV
Finite-width rate factor: 0.859
Finite-width mesh shift, 400 to 800: -9e-07
Nonparabolic rate factor: 1.074
First subband confinement energy: 21.15 meV
Second subband above first: 47.82 meV
Oblique valleys above first subband: 105.7 meV
Electron density: 1e+10 1/cm2
Fermi energy and threshold shift: 0.9576 meV
Blocked jump height / empty-band jump: 0.9835
Dynamic-screening rate factor: 0.9756
Thermal phonon number at 10 K: 8.797e-08
Thermal phonon number at 77 K: 0.138
Thermal phonon number at 300 K: 1.391
Tunnelling exponent at the field: 526.9
Level width / phonon energy, pi alpha: 0.4269
Level width above threshold: 5.977 meV
Second-order shift at k=0: -2.989 meV
Second-order shift at eps=0.99: -7.031 meV
```
